\section*{Frequency-Dependent Gärtner Photocurrent and the 45-Degree Diffusion Lag, part 1}

(Sections cited here and not found follow in the second part.)

\section{The model and the collected hole flux}

\subsection{Definitions and conventions}

The electrode is an n-type semiconductor filling $x>0$, with the electrolyte at $x<0$. Light enters through the electrolyte. The depletion layer occupies $0<x<W$ and the neutral region $x>W$; depth inside the neutral region is $z=x-W$. The photon flux that has entered the solid, after reflection, is
\begin{equation}
\Phi(t)=\Phi_0+\operatorname{Re}\left[\phi\,e^{i\omega t}\right],
\end{equation}
where $\phi$ is a small complex amplitude and $\omega=2\pi f$. With absorption coefficient $\alpha$, the modulated generation rate of electron--hole pairs per unit volume is $\alpha\phi e^{-\alpha x}$, one pair per absorbed photon.

Holes are the minority carriers. They have diffusivity $D$ and lifetime $\tau$, and their static diffusion length is $L=\sqrt{D\tau}$. The complex amplitude of the modulated hole density is $p(x)$. The elementary charge is $q>0$, the donor density is $N_d$, and $\varepsilon$ is the permittivity of the semiconductor. Current carried by holes towards the electrolyte is counted positive. The dimensionless response is
\begin{equation}
Y(\omega)=\frac{j(\omega)}{q\phi},
\end{equation}
with $j$ the modulated photocurrent density. The lag of a complex response $A$ is $-\arg A$, positive when the current follows the light with a delay. With the opposite time factor $e^{-i\omega t}$ every response below is replaced by its complex conjugate.

The result to be derived is
\begin{equation}
Y=1-\frac{e^{-\alpha W}}{1+\alpha L_\omega},\qquad
L_\omega=\frac{L}{\sqrt{1+i\omega\tau}},
\label{eq:result}
\end{equation}
where the square root has a positive real part. The number $1+i\omega\tau$ lies in the first quadrant, so its principal root has an argument between $0$ and $45^\circ$. For $\omega>0$, $L_\omega$ therefore has a positive real part and a negative imaginary part.

\subsection{Assumptions}

The problem is one-dimensional and the semiconductor extends to large depth. The hole density is much smaller than $N_d$, so recombination is linear in the hole density with one constant $\tau$. Under the same condition, drift of holes in the neutral region may be dropped: in a common field, the hole drift current is smaller than the electron drift current by the ratio of hole to electron conductivity, which is of the order of the density ratio.

Holes generated in the depletion layer, or entering it from the neutral region, reach the surface without loss and in a time much shorter than $1/\omega$. All of them are transferred to the electrolyte. The band bending and $W$ are held fixed. Several departures from these conditions are sized in the second half.

\subsection{Where the diffusion length becomes complex}

In the neutral region the hole flux in the direction of increasing $x$ is $-D\,\partial p/\partial x$. Conservation of holes equates the rate of change of their density to generation, minus recombination, minus the divergence of this flux. For the modulated part, $\partial/\partial t$ becomes $i\omega$:
\begin{equation}
i\omega p=D\frac{d^2p}{dx^2}-\frac{p}{\tau}+\alpha\phi e^{-\alpha x}.
\end{equation}
The steady illumination and the thermal equilibrium density drop out because the equation is linear. Moving the left side to the right and dividing by $D$ gives
\begin{equation}
\frac{d^2p}{dx^2}-\frac{1+i\omega\tau}{D\tau}\,p
=-\frac{\alpha\phi}{D}e^{-\alpha x}.
\label{eq:balance}
\end{equation}
The coefficient of $p$ is $1/L_\omega^2$. At zero frequency it is $1/L^2$. Modulation thus changes the static problem by one replacement, $L\to L_\omega$. The imaginary part of $1/L_\omega^2$ represents storage: some of the holes generated during a rise of the light fill the region instead of flowing to the surface at once.

When $\omega\tau\gg1$,
\begin{equation}
L_\omega\simeq\sqrt{\frac{D}{i\omega}}=\ell\,e^{-i\pi/4},\qquad
\ell=\sqrt{\frac{D}{\omega}}.
\label{eq:ell}
\end{equation}
The lifetime has disappeared. The length $\ell$ is, up to a numerical factor, the distance a hole diffuses in one radian of the modulation.

\subsection{The boundary condition at the depletion edge}

The usual condition is $p(W)=0$. The real edge is gradual, and the condition needs both a justification and a precise definition of $W$.

Let $u(x)$ be the band bending in units of $k_BT$, with $u(0)=u_0>0$ and $u\to0$ deep inside. The electrostatic potential is $-(k_BT/q)u$, so the energy of a hole is $-k_BTu$, lowest at the surface. With the Einstein relation, the hole flux towards the surface is
\begin{equation}
F=D\left(\frac{dp}{dx}-p\frac{du}{dx}\right)
=De^{u}\frac{d}{dx}\left(pe^{-u}\right).
\end{equation}
The second form follows by differentiating the product. Since $du/dx<0$, the drift term adds to $F$, as it should.

Consider a constant $F$ supplied from deep inside, and a surface that removes holes quickly, $p(0)=0$. Integration from the surface gives
\begin{equation}
p(x)e^{-u(x)}=\frac{F}{D}\int_0^x e^{-u(x')}dx'.
\end{equation}
Beyond the band bending, $e^{-u(x)}\to1$. Writing $e^{-u}=1-(1-e^{-u})$ under the integral yields
\begin{equation}
p(x)\to\frac{F}{D}(x-x_0),\qquad
x_0=\int_0^\infty\left(1-e^{-u}\right)dx.
\end{equation}
Seen from the neutral region, the depletion layer acts as a perfect sink at $x_0$.

This length follows from electrostatics. Electrons in quasi-equilibrium have density $N_de^{-u}$, and the charge density is $qN_d(1-e^{-u})$ when holes contribute little charge. Poisson's equation for the potential $-(k_BT/q)u$ is then
\begin{equation}
\frac{d^2u}{dx^2}=\frac{1-e^{-u}}{L_D^2},\qquad
L_D^2=\frac{\varepsilon k_BT}{q^2N_d},
\label{eq:poisson}
\end{equation}
with $L_D$ the Debye length. Multiply by $du/dx$ and integrate from $x$ to the deep interior, where both $u$ and $du/dx$ vanish:
\begin{equation}
\frac12\left(\frac{du}{dx}\right)^2=\frac{u+e^{-u}-1}{L_D^2}.
\end{equation}
The root with $du/dx<0$ applies. Integrating the first relation in \eqref{eq:poisson} over all depth gives $x_0=-L_D^2\,(du/dx)_{x=0}$, hence
\begin{equation}
x_0=L_D\sqrt{2\left(u_0+e^{-u_0}-1\right)}\equiv W.
\label{eq:width}
\end{equation}
For $u_0\gg1$ this is the familiar depletion width $\sqrt{2\varepsilon(V-k_BT/q)/(qN_d)}$, where $V=u_0k_BT/q$ is the band bending in volts. With this $W$, the condition $p(W)=0$ is the correct extrapolated condition for a constant flux. It neglects storage, recombination and distributed generation inside the layer. The equality of the integral $x_0$ and the width $W$ was tested on a numerically solved band profile for the example below; their ratio was $1.0000000$.

\subsection{Solution in the neutral region}

Try a particular solution $Ae^{-\alpha x}$ in \eqref{eq:balance}:
\begin{equation}
A\left(\alpha^2-\frac1{L_\omega^2}\right)=-\frac{\alpha\phi}{D}
\quad\Longrightarrow\quad
A=\frac{\alpha\phi}{D}\,\frac{L_\omega^2}{1-\alpha^2L_\omega^2}.
\end{equation}
The homogeneous solutions are $e^{z/L_\omega}$ and $e^{-z/L_\omega}$. The first grows with depth, because $1/L_\omega$ has a positive real part, and is excluded. The amplitude of the second is fixed by $p=0$ at $z=0$. Since $e^{-\alpha x}=e^{-\alpha W}e^{-\alpha z}$,
\begin{equation}
p=\frac{\alpha\phi e^{-\alpha W}}{D}\,
\frac{L_\omega^2}{1-\alpha^2L_\omega^2}
\left(e^{-\alpha z}-e^{-z/L_\omega}\right).
\label{eq:profile}
\end{equation}

The flux into the depletion layer is directed towards smaller $x$, so it equals $+D\,dp/dz$ at $z=0$. The derivative of the bracket there is $1/L_\omega-\alpha=(1-\alpha L_\omega)/L_\omega$. Therefore
\begin{align}
D\left.\frac{dp}{dz}\right|_{0}
&=\alpha\phi e^{-\alpha W}\,
\frac{L_\omega^2}{(1-\alpha L_\omega)(1+\alpha L_\omega)}\,
\frac{1-\alpha L_\omega}{L_\omega}\notag\\
&=\phi\,e^{-\alpha W}\frac{\alpha L_\omega}{1+\alpha L_\omega}.
\end{align}
Dividing by $\phi$ defines the neutral-region response
\begin{equation}
N(\omega)=e^{-\alpha W}\frac{\alpha L_\omega}{1+\alpha L_\omega}.
\label{eq:N}
\end{equation}

The factor $1-\alpha L_\omega$ has cancelled. It can vanish at $\omega=0$ when $\alpha L=1$; at nonzero frequency $L_\omega$ is complex and it cannot. The profile \eqref{eq:profile} also stays finite there. With $\beta=1/L_\omega\to\alpha$, the bracket tends to $(\beta-\alpha)ze^{-\alpha z}$ and $1-\alpha^2/\beta^2$ tends to $2(\beta-\alpha)/\alpha$, so their ratio tends to $\tfrac12\alpha ze^{-\alpha z}$. Numerical work should use \eqref{eq:N} for the current, because it has no cancellation near this point.

A finite-volume solution of the hole balance, which does not use the exponential solution, tested both expressions. The absorption coefficients were 30, 100 and $10^4\,\mathrm{cm^{-1}}$, each at 0, $10^4$, $10^6$ and $10^8$ Hz, with $D$ and $\tau$ of the example and with the edge placed at the surface. The largest relative difference in $N$ was $2.5\times10^{-6}$. For $100\,\mathrm{cm^{-1}}$ and 1 MHz, the density profile differed by at most $4.0\times10^{-6}$ of its peak magnitude.

\subsection{From hole flux to external current}

Photons absorbed in the depletion layer contribute
\begin{equation}
\int_0^W\alpha e^{-\alpha x}dx=1-e^{-\alpha W}
\end{equation}
collected holes per photon. To see that each such pair gives one elementary charge in the external circuit, write the total current density as conduction plus displacement current. Their sum is independent of $x$. Averaged over the depletion layer, the displacement part is proportional to the rate of change of the voltage across the layer, which is zero here. The external current is therefore the spatial average of the conduction current. A hole created at depth $x$ travels $x$ to the surface and its electron travels $W-x$ the other way; both motions carry current of the same sign, and the transferred charge is $q[x+(W-x)]/W=q$. A hole entering at $W$ travels the whole width and also gives $q$. With fast transit, all of this charge flows without phase delay, so
\begin{align}
Y&=1-e^{-\alpha W}+e^{-\alpha W}\frac{\alpha L_\omega}{1+\alpha L_\omega}\notag\\
&=1-e^{-\alpha W}\left(1-\frac{\alpha L_\omega}{1+\alpha L_\omega}\right)
=1-\frac{e^{-\alpha W}}{1+\alpha L_\omega}.
\end{align}
This is \eqref{eq:result}. At $\omega=0$, where $L_\omega=L$, it is the ordinary Gärtner formula.

\subsection{The same response from arrival times}

A second derivation shows what the complex length does. Create one hole at depth $z_0$ in the neutral region at $t=0$. Let $\hat g(z)$ be the transform $\int_0^\infty g(z,t)e^{-i\omega t}dt$ of its probability density $g$. With $\kappa=1/L_\omega$, it obeys
\begin{equation}
D\left(\frac{d^2\hat g}{dz^2}-\kappa^2\hat g\right)=-\delta(z-z_0),\qquad \hat g(0)=0.
\end{equation}
For $z<z_0$ the solution is $B\sinh\kappa z$, and for $z>z_0$ it is $Ce^{-\kappa z}$. Continuity gives $Ce^{-\kappa z_0}=B\sinh\kappa z_0$. Integration across $z_0$ makes the slope jump by $-1/D$:
\begin{equation}
-\kappa B\sinh\kappa z_0-\kappa B\cosh\kappa z_0=-\frac1D
\quad\Longrightarrow\quad B=\frac{e^{-\kappa z_0}}{D\kappa}.
\end{equation}
The transformed arrival rate at the edge is $D\,d\hat g/dz$ at $z=0$, which is $D\kappa B=e^{-z_0/L_\omega}$. Its magnitude contains loss by recombination and by the spread of arrival times; its phase contains the delay. Averaging over the depth of absorption recovers \eqref{eq:N}:
\begin{equation}
\int_0^\infty\alpha e^{-\alpha(W+z_0)}e^{-z_0/L_\omega}dz_0
=\frac{\alpha e^{-\alpha W}}{\alpha+1/L_\omega}=N.
\end{equation}

In the time domain, a source at $z_0$ and an equal negative image at $-z_0$ satisfy the absorbing condition. The slope of their two Gaussians at $z=0$, multiplied by $D$ and by the survival factor, gives the arrival rate
\begin{equation}
r(z_0,t)=\frac{z_0}{\sqrt{4\pi Dt^3}}\,
\exp\left(-\frac{z_0^2}{4Dt}-\frac{t}{\tau}\right).
\label{eq:arrival}
\end{equation}
A quadrature of its transform at $z_0=L/2$ and $\omega\tau=3$ agreed with $e^{-z_0/L_\omega}$ to $1.5\times10^{-14}$ in absolute value.

\section{The phase, the total current and a silicon example}

\subsection{Quantities carried over}

Light modulated as $e^{i\omega t}$ enters an n-type electrode with absorption coefficient $\alpha$ and depletion width $W$. Holes have diffusivity $D$, lifetime $\tau$ and static diffusion length $L=\sqrt{D\tau}$. The first half gave, per modulated photon entering the solid,
\begin{equation}
Y=1-e^{-\alpha W}+N,\qquad
N=e^{-\alpha W}\frac{\alpha L_\omega}{1+\alpha L_\omega},\qquad
L_\omega=\frac{L}{\sqrt{1+i\omega\tau}}.
\label{eq:carry}
\end{equation}
$N$ is the neutral-region part and $1-e^{-\alpha W}$ the depletion-layer part. A lag is minus the phase, and $\ell=\sqrt{D/\omega}$.

This part has derived the modulated photocurrent response $Y$ as the sum of a depletion-layer part and a neutral-region part $N$, in which modulation replaces $L$ by the complex length $L_\omega$. What remains is to find the lags of $N$ and $Y$, to include series resistance, and to size these effects and the model's neglected ones in a silicon example.
